# Boundary temperature jumps and core drop in a gray phonon slab: a numerical check

```python
"""
Result under test: in a gray phonon slab of thickness L = 10 free paths between
black walls, the core gradient g obeys  T1 - T2 = g (L + 2 c Lambda).
The slip jump is c Lambda g, the actual face jump is Lambda g / sqrt(3), and
the core line falls by L g. The number c is the flux-weighted mean direction
cosine of the outgoing intensity deficit at a wall; by hand c = 1/sqrt(2).

Symbols: x is depth in free paths, mu the direction cosine, phi the directional
temperature, u = (T - T2)/(T1 - T2), J = half the integral of mu phi over mu.
S = phi(mu) + phi(-mu) and D = phi(mu) - phi(-mu), with phi measured from the
mean wall temperature, for 0 < mu < 1.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import expn


class Slab:
    """Angular-mode solution of the transport equation, u = 1 and 0 at walls."""

    def __init__(self, thickness, n_angles=40):
        nodes, weights = np.polynomial.legendre.leggauss(n_angles)
        self.L = thickness
        self.mu = (nodes + 1) / 2
        self.w = weights / 2
        root = np.sqrt(self.w)
        # mu^2 S'' = S - sum(w S), written as a symmetric eigenvalue problem
        matrix = (np.eye(n_angles) - np.outer(root, root))
        matrix = matrix / np.outer(self.mu, self.mu)
        k_squared, vectors = eigh(matrix)
        # the zero eigenvalue is the linear (diffusive) solution
        self.k = np.sqrt(k_squared[1:])
        self.V = vectors[:, 1:] / (root * self.mu)[:, None]
        f, df = self.mode_functions(0.0)
        linear = -self.L / 2 - self.mu
        layers = self.V * f - self.mu[:, None] * self.V * df
        system = np.column_stack([linear, layers])
        self.a = np.linalg.solve(system, np.ones(n_angles))

    def mode_functions(self, x):
        right = np.exp(-self.k * (self.L - x))
        left = np.exp(-self.k * x)
        return right - left, self.k * (right + left)

    def sum_and_difference(self, x):
        f, df = self.mode_functions(x)
        S = self.a[0] * (x - self.L / 2) + self.V @ (self.a[1:] * f)
        slope = self.a[0] + self.V @ (self.a[1:] * df)
        return S, -self.mu * slope

    def u(self, x):
        S, _ = self.sum_and_difference(x)
        return 0.5 + 0.5 * float(self.w @ S)

    def flux(self, x):
        _, D = self.sum_and_difference(x)
        return 0.5 * float(self.w @ (self.mu * D))

    def slip_coefficient(self):
        return (1 / (3 * self.flux(self.L / 2)) - self.L) / 2


def exchange_integral(slab, order, x):
    """Integral over s of E_order(|x-s|) u(s), split at the singular point."""
    total = 0.0
    for low, high in ((0.0, x), (x, slab.L)):
        if high > low:
            total += quad(lambda s: expn(order, abs(x - s)) * slab.u(s),
                          low, high, epsabs=1e-9, epsrel=1e-8, limit=200)[0]
    return total


L = 10.0
slab = Slab(L)
J = slab.flux(L / 2)
g = 3 * J
c = slab.slip_coefficient()

# The temperature must satisfy the continuous-angle integral equation.
residuals = []
for x in (0.0, 0.3, 1.0, 4.0, 8.5):
    right_side = 0.5 * (expn(2, x) + exchange_integral(slab, 1, x))
    residuals.append(abs(right_side - slab.u(x)))
assert max(residuals) < 1e-5

# Wall quantities from quadrature of the intensity arriving at the hot wall.
deficit_flux = 0.5 - exchange_integral(slab, 2, 0.0)
deficit_second = 1 / 3 - exchange_integral(slab, 3, 0.0)
mean_cosine = deficit_second / deficit_flux
face_u = 0.5 * (1 + exchange_integral(slab, 1, 0.0))
face_jump = 1 - face_u
assert abs(0.5 * deficit_flux - J) < 3e-6
assert abs(mean_cosine - c) < 3e-4
assert abs(face_jump - g / np.sqrt(3)) < 5e-6

# Fourier's law in the core, and straightness of the core profile.
core_slope = (slab.u(4.0) - slab.u(6.0)) / 2
assert abs(core_slope / g - 1) < 2e-3


def line(x):
    return 0.5 - g * (x - L / 2)


core_deviation = max(abs(slab.u(x) - line(x)) for x in np.linspace(2, 8, 61))
assert core_deviation < 5e-4

# The quadratic invariant has the same value at every depth.
for x in (0.0, 0.4, 1.5, 3.0, 5.0):
    S, D = slab.sum_and_difference(x)
    invariant = slab.w @ (S**2 - D**2) / 4 - (slab.w @ S / 2)**2
    assert abs(invariant / (-g**2 / 3) - 1) < 1e-4

# Hand estimates: constant deficit, and deficit fed by the core line.
c_constant = quad(lambda m: m**2, 0, 1)[0] / quad(lambda m: m, 0, 1)[0]
c_hand = 1 / np.sqrt(2)
c_returned = (quad(lambda m: m**2 * (c_hand + m), 0, 1)[0]
              / quad(lambda m: m * (c_hand + m), 0, 1)[0])
assert abs(c_returned - c_hand) < 1e-12
assert abs(c_hand / c - 1) < 0.01

# Convergence in angle, and the same wall coefficient in a thicker slab.
assert abs(Slab(L, 80).slip_coefficient() - c) < 3e-5
c_thick = Slab(20.0).slip_coefficient()
c_thin = Slab(1.0).slip_coefficient()
assert abs(c_thick - c) < 1e-4

# Worked example with round model parameters.
free_path = 100e-9       # m
heat_capacity = 1.5e6    # J/(m^3 K)
speed = 2000.0           # m/s
T_hot, T_cold = 305.0, 295.0
dT = T_hot - T_cold
k_bulk = heat_capacity * speed * free_path / 3
q = heat_capacity * speed * J * dT
k_eff = q * L * free_path / dT
slip_K = c * g * dT
core_K = L * g * dT
face_K = face_jump * dT
inner_K = (slab.u(2.0) - slab.u(8.0)) * dT
hand_gradient = dT / (L + 2 * c_hand)
assert abs(k_eff / (k_bulk / (1 + 2 * mean_cosine / L)) - 1) < 1e-4

print(f"free path: {free_path*1e9:.0f} nm")
print(f"slab thickness: {L*free_path*1e9:.0f} nm")
print(f"heat capacity: {heat_capacity/1e6:.1f} MJ/(m^3 K)")
print(f"phonon speed: {speed:.0f} m/s")
print(f"wall temperatures: {T_hot:.0f} K and {T_cold:.0f} K")
print(f"applied difference: {dT:.0f} K")
print(f"c, constant deficit: {c_constant:.4f}")
print(f"c, hand estimate: {c_hand:.4f}")
print(f"c, full solution: {c:.4f}")
print(f"c, mean cosine by quadrature: {mean_cosine:.4f}")
print(f"c, slab of 1 free path: {c_thin:.4f}")
print(f"c, slab of 20 free paths: {c_thick:.4f}")
print(f"hand error in c: {100*(c_hand/c-1):.2f} %")
print(f"face coefficient, computed: {face_jump/g:.4f}")
print(f"face coefficient, 1/sqrt(3): {1/np.sqrt(3):.4f}")
print(f"core gradient: {g*dT:.4f} K per free path")
print(f"slip jump at each wall: {slip_K:.3f} K")
print(f"both slip jumps: {2*slip_K:.3f} K")
print(f"core-line drop over full thickness: {core_K:.3f} K")
print(f"one slip jump / core drop: {100*slip_K/core_K:.2f} %")
print(f"both slip jumps / core drop: {200*slip_K/core_K:.2f} %")
print(f"both slip jumps / applied: {200*slip_K/dT:.2f} %")
print(f"core drop / applied: {100*core_K/dT:.2f} %")
print(f"hand gradient: {hand_gradient:.4f} K per free path")
print(f"hand slip jump: {c_hand*hand_gradient:.3f} K")
print(f"hand core drop: {L*hand_gradient:.3f} K")
print(f"actual face jump at each wall: {face_K:.3f} K")
print(f"actual face-to-face drop: {dT-2*face_K:.3f} K")
print(f"phonon temperature at hot face: {T_hot-face_K:.3f} K")
print(f"core line at hot face: {T_hot-slip_K:.3f} K")
print(f"actual drop from 2 to 8 free paths: {inner_K:.3f} K")
for x in (1.0, 2.0, 3.0):
    gap = (slab.u(x) - line(x)) * dT * 1000
    print(f"profile minus core line at {x:.0f} free paths: {gap:.2f} mK")
print(f"bulk conductivity: {k_bulk:.1f} W/(m K)")
print(f"effective conductivity: {k_eff:.2f} W/(m K)")
print(f"heat flux: {q/1e6:.1f} MW/m^2")
print(f"Fourier flux without jumps: {k_bulk*dT/(L*free_path)/1e6:.1f} MW/m^2")
print(f"largest integral-equation residual: {max(residuals):.1e}")
print("verified")
```

Printed output:

```
free path: 100 nm
slab thickness: 1000 nm
heat capacity: 1.5 MJ/(m^3 K)
phonon speed: 2000 m/s
wall temperatures: 305 K and 295 K
applied difference: 10 K
c, constant deficit: 0.6667
c, hand estimate: 0.7071
c, full solution: 0.7104
c, mean cosine by quadrature: 0.7104
c, slab of 1 free path: 0.7047
c, slab of 20 free paths: 0.7104
hand error in c: -0.47 %
face coefficient, computed: 0.5774
face coefficient, 1/sqrt(3): 0.5774
core gradient: 0.8756 K per free path
slip jump at each wall: 0.622 K
both slip jumps: 1.244 K
core-line drop over full thickness: 8.756 K
one slip jump / core drop: 7.10 %
both slip jumps / core drop: 14.21 %
both slip jumps / applied: 12.44 %
core drop / applied: 87.56 %
hand gradient: 0.8761 K per free path
hand slip jump: 0.619 K
hand core drop: 8.761 K
actual face jump at each wall: 0.506 K
actual face-to-face drop: 8.989 K
phonon temperature at hot face: 304.494 K
core line at hot face: 304.378 K
actual drop from 2 to 8 free paths: 5.258 K
profile minus core line at 1 free paths: 10.43 mK
profile minus core line at 2 free paths: 2.21 mK
profile minus core line at 3 free paths: 0.55 mK
bulk conductivity: 100.0 W/(m K)
effective conductivity: 87.56 W/(m K)
heat flux: 875.6 MW/m^2
Fourier flux without jumps: 1000.0 MW/m^2
largest integral-equation residual: 1.2e-09
verified
```
